# Hindered plane rotor: Mathieu levels, heat capacity and the Pitzer-Gwinn approximation: test program

```python
"""Hindered plane rotor: H = -B d^2/dphi^2 + (V0/2)(1 - cos 2 phi), period 2 pi.
Result under test: for V0 >> B the heat capacity C(T) is activated when cold
(above the tunnelling range), has a maximum above k, and tends to k/2 from above.
The levels are E = V0/2 + B a, with a the integer-order Mathieu values at q = V0/4B.
Pitzer-Gwinn (PG): Q_PG = Q_classical * Q_oscillator(quantum)/Q_oscillator(classical).
Energies in meV, temperatures T in K, heat capacities in units of k.
u = V0/2kT, hw = 2 sqrt(B V0) is the harmonic quantum at the well bottom.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ive, mathieu_a, mathieu_b

K_B = const.k / const.e * 1000.0  # meV per kelvin


def rotor_levels(B, V0, m_max=300):
    """Eigenvalues in the basis exp(i m phi); even and odd m do not mix."""
    parts = []
    for top in (m_max, m_max - 1):
        m = np.arange(-top, top + 1, 2)
        diagonal = B * m.astype(float)**2 + V0 / 2
        coupling = np.full(len(m) - 1, -V0 / 4)
        parts.append(eigh_tridiagonal(diagonal, coupling, eigvals_only=True))
    return np.sort(np.concatenate(parts))


def c_levels(E, kT):
    e = (E - E[0]) / kT
    w = np.exp(-e)
    w /= w.sum()
    mean = np.sum(w * e)
    return np.sum(w * (e - mean)**2)


def lnq_levels(E, kT):
    return -E[0] / kT + np.log(np.sum(np.exp(-(E - E[0]) / kT)))


def bessel_ratio(u):
    return ive(1, u) / ive(0, u)


def c_classical(V0, kT):
    u = V0 / (2 * kT)
    r = bessel_ratio(u)
    return 0.5 + u**2 * (1 - r / u - r**2)


def lnq_classical(B, V0, kT):
    # ive carries the factor exp(-u)
    return 0.5 * np.log(np.pi * kT / B) + np.log(ive(0, V0 / (2 * kT)))


def c_einstein(hw, kT):
    x = hw / kT
    return x**2 * np.exp(-x) / (-np.expm1(-x))**2


def c_pg(B, V0, kT):
    return c_classical(V0, kT) + c_einstein(2 * np.sqrt(B * V0), kT) - 1


def lnq_pg(B, V0, kT):
    x = 2 * np.sqrt(B * V0) / kT
    return lnq_classical(B, V0, kT) + np.log(x) - x / 2 - np.log(-np.expm1(-x))


B, V0 = 0.5, 50.0
q = V0 / (4 * B)
hw = 2 * np.sqrt(B * V0)
E = rotor_levels(B, V0)
E_low = rotor_levels(B, V0, 40)  # small matrix: less rounding in tiny splittings

# Fourier diagonalization against library Mathieu characteristic values
a_values = [mathieu_a(m, q) for m in range(0, 16)]
a_values += [mathieu_b(m, q) for m in range(1, 16)]
E_mathieu = V0 / 2 + B * np.sort(np.array(a_values, dtype=float))
mathieu_difference = np.max(np.abs(E_mathieu[:20] - E[:20]))
assert mathieu_difference < 1e-5

# Anharmonic shifts of a deep well: -B/4 for the ground level, -B for the gap
V_deep = 1e4 * B
E_deep = rotor_levels(B, V_deep)
hw_deep = 2 * np.sqrt(B * V_deep)
assert abs((E_deep[0] - hw_deep / 2) / (-B / 4) - 1) < 0.01
assert abs((E_deep[2] - E_deep[0] - hw_deep) / (-B) - 1) < 0.01

# Classical formulas against direct quadrature over phase space
kT = 15.0
phi = np.linspace(0, 2 * np.pi, 240, endpoint=False)
ang = np.linspace(-40, 40, 801)  # angular momentum in units of hbar
energy = B * ang[:, None]**2 + V0 * np.sin(phi)[None, :]**2
weight = np.exp(-energy / kT)
cell = (phi[1] - phi[0]) * (ang[1] - ang[0]) / (2 * np.pi)
mean_e = np.sum(weight * energy) / weight.sum()
c_quad = np.sum(weight * (energy - mean_e)**2) / weight.sum() / kT**2
assert abs(c_quad - c_classical(V0, kT)) < 1e-8
assert abs(np.log(weight.sum() * cell) - lnq_classical(B, V0, kT)) < 1e-8

# Cold classical limit 1 + kT/2V0; the next term is about 1.5 percent of the excess
kT = V0 / 200
assert abs((c_classical(V0, kT) - 1) / (kT / (2 * V0)) - 1) < 0.03

# First quantum correction to ln Q, against the level sum
kT = V0
true_shift = lnq_levels(E, kT) - lnq_classical(B, V0, kT)
wigner_shift = -B * V0 / (6 * kT**2) * bessel_ratio(V0 / (2 * kT))
assert abs(true_shift / wigner_shift - 1) < 0.02

# Hot limit of C: leading excess and quantum term
kT_hot = 10 * V0
hot_excess = c_levels(E, kT_hot) - 0.5
hot_quantum = c_levels(E, kT_hot) - c_classical(V0, kT_hot)
hot_quantum_law = -B * V0**2 / (4 * kT_hot**3)
hot_quantum_pg = c_pg(B, V0, kT_hot) - c_classical(V0, kT_hot)
assert abs(hot_excess / (V0**2 / (8 * kT_hot**2)) - 1) < 0.01
assert abs(hot_quantum / hot_quantum_law - 1) < 0.02
assert abs(hot_quantum_pg / (-B * V0 / (3 * kT_hot**2)) - 1) < 0.01

# PG heat capacity against numerical differentiation of ln Q_PG
mp.mp.dps = 40


def lnq_pg_mp(beta):
    x = beta * 2 * mp.sqrt(mp.mpf(B) * V0)
    return (mp.log(mp.pi / (beta * B)) / 2 - beta * V0 / 2
            + mp.log(mp.besseli(0, beta * V0 / 2))
            + mp.log(x / (2 * mp.sinh(x / 2))))


for kT in (2.0, 10.0, 60.0):
    beta = 1 / mp.mpf(kT)
    c_diff = float(beta**2 * mp.diff(lnq_pg_mp, beta, 2))
    assert abs(c_diff - c_pg(B, V0, kT)) < 1e-8
    assert abs(float(lnq_pg_mp(beta)) - lnq_pg(B, V0, kT)) < 1e-8

# Cold behaviour: activated with the true gap; PG is linear in T instead
gap = 0.5 * (E_low[2] + E_low[3]) - 0.5 * (E_low[0] + E_low[1])
kT = 10 * K_B
c_activated = (gap / kT)**2 * np.exp(-gap / kT)
assert abs(c_activated / c_levels(E, kT) - 1) < 1e-3
kT = 5 * K_B
assert abs(c_pg(B, V0, kT) / (kT / (2 * V0)) - 1) < 0.05
assert c_levels(E, kT) < 1e-3 * c_pg(B, V0, kT)

# Separate peak from tunnelling, and the quiet range above it
split = E_low[1] - E_low[0]
tunnel = minimize_scalar(lambda s: -c_levels(E_low, s * split),
                         bounds=(0.2, 1.0), method="bounded")
c_1K = c_levels(E_low, K_B)
assert 0.41 < tunnel.x < 0.43 and c_1K < 1e-8

# One main maximum, above k
T_grid = np.geomspace(5, 3000, 500)
c_grid = np.array([c_levels(E, K_B * T) for T in T_grid])
pg_grid = np.array([c_pg(B, V0, K_B * T) for T in T_grid])
slope_sign = np.sign(np.diff(c_grid))
assert slope_sign[0] > 0 and slope_sign[-1] < 0
assert np.count_nonzero(np.diff(slope_sign)) == 1
peak = minimize_scalar(lambda T: -c_levels(E, K_B * T),
                       bounds=(40, 800), method="bounded")
peak_pg = minimize_scalar(lambda T: -c_pg(B, V0, K_B * T),
                          bounds=(40, 800), method="bounded")
peak_cl = minimize_scalar(lambda t: -c_classical(1.0, t),
                          bounds=(0.03, 1.5), method="bounded")
assert -peak.fun > 1 and c_grid[-1] > 0.5
worst = np.argmax(np.abs(pg_grid - c_grid))
assert abs(pg_grid[worst] - c_grid[worst]) < 0.03

# Low barrier: PG fails, and approaches k/2 from the wrong side
V_low = 1.0
E_weak = rotor_levels(B, V_low)
T_weak = np.geomspace(0.5, 200, 400)
c_weak = np.array([c_levels(E_weak, K_B * T) for T in T_weak])
pg_weak = np.array([c_pg(B, V_low, K_B * T) for T in T_weak])
worst_weak = np.argmax(np.abs(pg_weak - c_weak))
assert abs(pg_weak[worst_weak] - c_weak[worst_weak]) > 0.1
c_weak_hot, pg_weak_hot = c_levels(E_weak, 10.0), c_pg(B, V_low, 10.0)
assert c_weak_hot > 0.5 > pg_weak_hot

print(f"B = {B} meV, V0 = {V0} meV, q = {q:.1f}, hw = {hw:.3f} meV")
print(f"k = {K_B:.7f} meV/K; hw/k = {hw/K_B:.2f} K; V0/k = {V0/K_B:.2f} K")
print(f"largest difference from Mathieu values, 20 levels: "
      f"{mathieu_difference:.1e} meV")
print("v, lower and upper member of doublet (meV), perturbation value (meV)")
for v in range(6):
    estimate = hw * (v + 0.5) - B / 4 * (2 * v * v + 2 * v + 1)
    print(f"{v} {E_low[2*v]:.5f} {E_low[2*v+1]:.5f} {estimate:.5f}")
print(f"number of levels below V0: {np.count_nonzero(E < V0)}")
print(f"gap between lowest doublets = {gap:.5f} meV; hw - B = {hw-B:.3f} meV")
print(f"ground tunnel splitting = {split:.4e} meV")
print(f"tunnelling peak: T = {tunnel.x*split/K_B*1e6:.3f} microkelvin, "
      f"kT/splitting = {tunnel.x:.4f}, C/k = {-tunnel.fun:.4f}")
print(f"C/k at 1 K = {c_1K:.2e}")
print(f"activated law at 10 K: C/k = {c_activated:.6f}")
print("T (K), C/k: exact, PG, classical, Einstein; Q_PG/Q")
for T in (10, 20, 30, 50, 75, 100, 150, 200, 300, 500, 1000, 3000):
    kT = K_B * T
    ratio = np.exp(lnq_pg(B, V0, kT) - lnq_levels(E, kT))
    print(f"{T:5d} {c_levels(E, kT):.5f} {c_pg(B, V0, kT):.5f} "
          f"{c_classical(V0, kT):.5f} {c_einstein(hw, kT):.5f} {ratio:.5f}")
print(f"exact maximum: T = {peak.x:.1f} K, C/k = {-peak.fun:.4f}, "
      f"kT/V0 = {K_B*peak.x/V0:.4f}")
print(f"exact maximum, molar: {-peak.fun*const.R:.3f} J/(mol K)")
print(f"PG maximum: T = {peak_pg.x:.1f} K, C/k = {-peak_pg.fun:.4f}")
print(f"classical maximum: kT/V0 = {peak_cl.x:.4f}, "
      f"T = {peak_cl.x*V0/K_B:.1f} K, C/k = {-peak_cl.fun:.4f}")
print(f"largest PG error, 5 to 3000 K: {pg_grid[worst]-c_grid[worst]:+.4f} k "
      f"at {T_grid[worst]:.1f} K")
print(f"kT = {kT_hot:.0f} meV: exact C/k - 1/2 = {hot_excess:.4e}")
print(f"  quantum part of C/k: exact {hot_quantum:.3e}, "
      f"law {hot_quantum_law:.3e}, PG {hot_quantum_pg:.3e}")
print(f"low barrier V0 = {V_low} meV, B = {B} meV; 8B/3 = {8*B/3:.4f} meV")
print(f"  largest PG error, 0.5 to 200 K: "
      f"{pg_weak[worst_weak]-c_weak[worst_weak]:+.4f} k "
      f"at {T_weak[worst_weak]:.2f} K")
print(f"  there: exact C/k = {c_weak[worst_weak]:.4f}, "
      f"PG C/k = {pg_weak[worst_weak]:.4f}")
print(f"  at kT = 10 meV: exact C/k = {c_weak_hot:.6f}, PG = {pg_weak_hot:.6f}")
print("all good")
```

Running it gives:

```
B = 0.5 meV, V0 = 50.0 meV, q = 25.0, hw = 10.000 meV
k = 0.0861733 meV/K; hw/k = 116.05 K; V0/k = 580.23 K
largest difference from Mathieu values, 20 levels: 1.4e-11 meV
v, lower and upper member of doublet (meV), perturbation value (meV)
0 4.87161 4.87161 4.87500
1 14.34255 14.34257 14.37500
2 23.23892 23.23953 23.37500
3 31.48204 31.49324 31.87500
4 38.90262 39.03138 39.87500
5 45.02510 45.90054 47.37500
number of levels below V0: 13
gap between lowest doublets = 9.47095 meV; hw - B = 9.500 meV
ground tunnel splitting = 2.8094e-07 meV
tunnelling peak: T = 1.359 microkelvin, kT/splitting = 0.4168, C/k = 0.4392
C/k at 1 K = 2.66e-12
activated law at 10 K: C/k = 0.002037
T (K), C/k: exact, PG, classical, Einstein; Q_PG/Q
   10 0.00204 0.01033 1.00910 0.00123 0.86536
   20 0.12568 0.12165 1.01933 0.10231 0.93552
   30 0.36998 0.35724 1.03109 0.32616 0.95981
   50 0.72215 0.71296 1.06264 0.65031 0.97756
   75 0.94797 0.94356 1.12128 0.82229 0.98517
  100 1.06485 1.06465 1.16970 0.89495 0.98861
  150 1.09677 1.10056 1.14898 0.95158 0.99210
  200 1.01003 1.01307 1.04066 0.97241 0.99413
  300 0.82564 0.82590 0.83828 0.98762 0.99647
  500 0.64553 0.64444 0.64892 0.99552 0.99838
 1000 0.54032 0.53966 0.54078 0.99888 0.99952
 3000 0.50464 0.50453 0.50466 0.99988 0.99994
exact maximum: T = 131.1 K, C/k = 1.1078, kT/V0 = 0.2260
exact maximum, molar: 9.210 J/(mol K)
PG maximum: T = 131.9 K, C/k = 1.1109
classical maximum: kT/V0 = 0.2018, T = 117.1 K, C/k = 1.1799
largest PG error, 5 to 3000 K: -0.0129 k at 32.5 K
kT = 500 meV: exact C/k - 1/2 = 1.2463e-03
  quantum part of C/k: exact -2.495e-06, law -2.500e-06, PG -3.333e-05
low barrier V0 = 1.0 meV, B = 0.5 meV; 8B/3 = 1.3333 meV
  largest PG error, 0.5 to 200 K: -0.3821 k at 1.50 K
  there: exact C/k = 0.5050, PG C/k = 0.1229
  at kT = 10 meV: exact C/k = 0.501129, PG = 0.499584
all good
```
